\section*{Electron Repulsion, Hund's Rules and the Terms of $d^2$}

\section{A wrong assignment}

\noindent Q: My assignment of the low terms of Ti$^{2+}$, configuration $3d^2$, does not work. I ordered the terms by Hund's rules, highest spin first and then highest $L$:
\begin{equation}
{}^3F<{}^3P<{}^1G<{}^1D<{}^1S .
\label{hund}
\end{equation}
The observed excited terms lie at roughly $8.5$, $11$, $14$ and $32$, in units of $10^3$ cm$^{-1}$. By (\ref{hund}) the first is ${}^3P$ and should show three fine-structure levels, but it is a single level. The triplet structure appears in the second.

\noindent A: The first is ${}^1D$, the second ${}^3P$, the third ${}^1G$. Had you kept your labels, you would have fitted the repulsion parameters to the wrong formulas and expected spin-allowed transitions where they are spin-forbidden. Hund's first two rules name the lowest term only. For $d^2$ this can be proved in a definite model: both electrons share one radial function $u(r)$, with $\int u^2dr=1$ and orbitals $u(r)Y_{2m}/r$; the repulsion $e^2/r_{12}$ (Gaussian units) is treated to first order inside the configuration; spin--orbit coupling is at first neglected. The one-electron energy and the field of the closed core are spherical and spin-independent, so they add one constant to every state, and I drop it. Angular momenta are in units of $\hbar$.

\section{The terms}

\noindent Q: We agree on which terms exist, I hope.

\noindent A: Count them. Write $(m^\pm,m'^\pm)$ for a Slater determinant, the sign giving the spin projection. A term $(L,S)$ contributes one state to each block $(M_L,M_S)$ with $|M_L|\le L$, $|M_S|\le S$, so the number of terms with given $L$ is the size of block $M_L=L$ minus the size of block $M_L=L+1$.

For $M_S=1$ the Pauli principle requires $m\neq m'$. The blocks are $M_L=3$: $(2,1)$; $M_L=2$: $(2,0)$; $M_L=1$: $(2,-1),(1,0)$; $M_L=0$: $(2,-2),(1,-1)$. The sizes $1,1,2,2$ give one triplet with $L=3$, one with $L=1$, and none with $L=2$ or $0$. For $M_S=0$ any pair $(m^+,m'^-)$ is allowed, and the sizes for $M_L=4,3,2,1,0$ are $1,2,3,4,5$. Each $L$ from $0$ to $4$ therefore occurs once in total, and the values not taken by triplets are singlets. The terms are ${}^3F,{}^3P,{}^1G,{}^1D,{}^1S$, with $L+S$ even and $21+9+9+5+1=45$ states.

Parentage is trivial here: removing one electron always leaves $d^1\,{}^2D$, the single parent. The operator $e^2/r_{12}$ is invariant under rotations and contains no spin, so it commutes with $\mathbf L$ and $\mathbf S$. It cannot connect different terms, it has the same value on all states of a term, and since no term is repeated, each term has one energy.

\section{The repulsion integrals}

\noindent A: The Legendre generating function and the addition theorem give
\begin{equation}
\frac{1}{r_{12}}=\sum_{k}\frac{r_<^k}{r_>^{k+1}}\,\frac{4\pi}{2k+1}\sum_q Y_{kq}(1)\,Y_{kq}^*(2).
\end{equation}
Define
\begin{align}
F^k&=e^2\iint u^2(r_1)\,u^2(r_2)\,\frac{r_<^k}{r_>^{k+1}}\,dr_1dr_2,\\
c^k(m,m')&=\sqrt{\frac{4\pi}{2k+1}}\int Y_{2m}^*\,Y_{k,m-m'}\,Y_{2m'}\,d\Omega ,
\end{align}
with $c^k$ real. In $\langle m_1m_2|e^2/r_{12}|m_3m_4\rangle$ the $\varphi_1$ integral forces $q=m_1-m_3$ and electron 1 gives $c^k(m_1,m_3)$. Electron 2 gives $\int Y^*_{2m_2}Y^*_{kq}Y_{2m_4}$, the complex conjugate of $\int Y^*_{2m_4}Y_{kq}Y_{2m_2}$, which forces $q=m_4-m_2$ and gives $c^k(m_4,m_2)$. Odd $k$ vanish by parity, and $k>4$ vanish because a product of two $l=2$ harmonics is a polynomial of degree four on the sphere. The expectation value in a determinant is the direct element ($m_3=m_1$, $m_4=m_2$) minus the exchange element ($m_3=m_2$, $m_4=m_1$), and the latter survives the spin sum only for parallel spins:
\begin{equation}
E(m,m')=\sum_{k=0,2,4}\left[c^k(m,m)\,c^k(m',m')-\delta_{\rm spin}\,c^k(m,m')^2\right]F^k .
\label{det}
\end{equation}

\noindent Q: I would look the $c^k$ up.

\noindent A: The few we need are quickly done. Put $Y_{lm}=\Theta_{lm}(x)e^{im\varphi}/\sqrt{2\pi}$, $x=\cos\theta$, $s^2=1-x^2$. The $\varphi$ integral gives $2\pi/(2\pi)^{3/2}$, so $c^k(m,m')=\int_{-1}^{1}\Theta_{2m}T_{kq}\Theta_{2m'}\,dx$ with $T_{kq}=\sqrt{2/(2k+1)}\,\Theta_{kq}$ and $q=m-m'$. Phase conventions do not matter, since (\ref{det}) contains only diagonal elements, where $T_{k0}=P_k$, and squares. Up to sign,
\begin{align*}
&\Theta_{20}=\sqrt{\tfrac58}\,(3x^2-1),\quad \Theta_{2,\pm1}=\sqrt{\tfrac{15}{4}}\,sx,\quad \Theta_{2,\pm2}=\sqrt{\tfrac{15}{16}}\,s^2,\\
&P_2=\tfrac12(3x^2-1),\quad P_4=\tfrac18(35x^4-30x^2+3),\\
&T_{21}=\sqrt{\tfrac32}\,sx,\quad T_{41}=\tfrac{\sqrt5}{4}\,s\,(7x^3-3x),\quad T_{43}=\tfrac{\sqrt{35}}{4}\,s^3x .
\end{align*}
All integrals are of the type $J_{ab}=\int_{-1}^1x^{2a}s^{2b}dx$, with $J_{a0}=2/(2a+1)$ and $J_{ab}=J_{a,b-1}-J_{a+1,b-1}$ because $s^2=1-x^2$. This gives $J_{01}=\frac43$, $J_{11}=\frac4{15}$, $J_{21}=\frac4{35}$, $J_{31}=\frac4{63}$, then $J_{02}=\frac{16}{15}$, $J_{12}=\frac{16}{105}$, $J_{22}=\frac{16}{315}$, and $J_{13}=\frac{32}{315}$. Normalization gives $c^0(m,m')=\delta_{mm'}$. The diagonal elements are
\begin{align*}
c^2(\pm2,\pm2)&=\tfrac{15}{32}(3J_{12}-J_{02})=\tfrac{15}{2}\cdot\tfrac{3-7}{105}=-\tfrac27,\\
c^4(\pm2,\pm2)&=\tfrac{15}{128}(35J_{22}-30J_{12}+3J_{02})=\tfrac{15}{8}\left(\tfrac19-\tfrac27+\tfrac15\right)=\tfrac1{21},\\
c^2(\pm1,\pm1)&=\tfrac{15}{8}(3J_{21}-J_{11})=\tfrac{15}{2}\cdot\tfrac{9-7}{105}=\tfrac17,\\
c^4(\pm1,\pm1)&=\tfrac{15}{32}(35J_{31}-30J_{21}+3J_{11})=\tfrac{15}{8}\left(\tfrac59-\tfrac67+\tfrac15\right)=-\tfrac4{21}.
\end{align*}
For $m=0$ use $\sum_m\Theta_{2m}^2=\frac58[3s^4+12x^2s^2+(3x^2-1)^2]=\frac52$. A constant is orthogonal to $P_2$ and $P_4$, so $\sum_mc^k(m,m)=0$ for $k>0$, and $c^2(0,0)=\frac27$, $c^4(0,0)=\frac6{21}$.

Three exchange pairs are needed. With $\Theta_{22}\Theta_{2,\pm1}=\frac{15}{8}xs^3$ and $\Theta_{21}\Theta_{20}=\frac{5\sqrt6}{8}\,s(3x^3-x)$,
\begin{align*}
|c^2(2,1)|&=\tfrac{15}{8}\sqrt{\tfrac32}\,J_{12}=\tfrac{\sqrt6}{7},\\
|c^4(2,1)|&=\tfrac{15\sqrt5}{32}\,|7J_{22}-3J_{12}|=\tfrac{15\sqrt5}{2}\cdot\tfrac{2}{315}=\tfrac{\sqrt5}{21},\\
|c^4(2,-1)|&=\tfrac{15\sqrt{35}}{32}J_{13}=\tfrac{\sqrt{35}}{21},\\
|c^2(1,0)|&=\tfrac{15}{8}(3J_{21}-J_{11})=\tfrac{15}{8}\cdot\tfrac{8}{105}=\tfrac17,\\
|c^4(1,0)|&=\tfrac{5\sqrt{30}}{32}(21J_{31}-16J_{21}+3J_{11})=\tfrac{5\sqrt{30}}{32}\cdot\tfrac{32}{105}=\tfrac{\sqrt{30}}{21},
\end{align*}
and $c^2(2,-1)=0$ because $q=3$ exceeds $k=2$. The denominators are absorbed by $F_2=F^2/49$ and $F_4=F^4/441$.

\section{Term energies}

\noindent A: A determinant is in general a mixture of terms, but the trace of $e^2/r_{12}$ over a block $(M_L,M_S)$ does not depend on the basis. The sum of (\ref{det}) over the determinants of a block equals the sum of the energies of the terms present in it. The blocks $(4,0)$ and $(3,1)$ hold one state each:
\begin{align}
E({}^1G)&=E(2^+,2^-)=F^0+4F_2+F_4,\\
E({}^3F)&=E(2^+,1^+)=F^0+(-2-6)F_2+(-4-5)F_4=F^0-8F_2-9F_4 .
\end{align}
Block $(1,1)$ holds ${}^3F$ and ${}^3P$. Its determinants give $E(2^+,-1^+)=F^0+(-2-0)F_2+(-4-35)F_4$ and $E(1^+,0^+)=F^0+(2-1)F_2+(-24-30)F_4$, with sum $2F^0-F_2-93F_4$. Subtracting $E({}^3F)$,
\begin{equation}
E({}^3P)=F^0+7F_2-84F_4 .
\end{equation}
Block $(2,0)$ holds ${}^1G$, ${}^3F$, ${}^1D$, and has no exchange. The determinants $(2^+,0^-)$ and $(0^+,2^-)$ give $F^0-4F_2+6F_4$ each, $(1^+,1^-)$ gives $F^0+F_2+16F_4$, and the sum is $3F^0-7F_2+28F_4$. Subtracting $E({}^1G)+E({}^3F)=2F^0-4F_2-8F_4$,
\begin{equation}
E({}^1D)=F^0-3F_2+36F_4 .
\end{equation}
Block $(0,0)$ holds all five terms. The determinants $(m^+,-m^-)$ give $F^0+4F_2+F_4$ twice, $F^0+F_2+16F_4$ twice and $F^0+4F_2+36F_4$ once, in total $5F^0+14F_2+70F_4$. The four known terms sum to $4F^0+0\cdot F_2-56F_4$, so
\begin{equation}
E({}^1S)=F^0+14F_2+126F_4 .
\end{equation}
Now introduce the Racah parameters $A=F^0-49F_4$, $B=F_2-5F_4$, $C=35F_4$. An energy $A+bB+cC$ equals $F^0+bF_2+(-49-5b+35c)F_4$, so $b$ is the coefficient of $F_2$ and $c$ follows from that of $F_4$. For ${}^1D$, $-49+15+35c=36$ gives $c=2$; the same step gives $c=0,0,2,7$ for ${}^3F,{}^3P,{}^1G,{}^1S$:
\begin{align}
E({}^3F)&=A-8B, & E({}^3P)&=A+7B,\nonumber\\
E({}^1D)&=A-3B+2C, & E({}^1G)&=A+4B+2C,\label{racah}\\
E({}^1S)&=A+14B+7C. &&\nonumber
\end{align}

\section{The order}

\noindent Q: The order then depends on $B$ and $C$, and for suitable values (\ref{hund}) could hold.

\noindent A: It never does. Let $\rho=F^4/F^2$. The integrand of $F^4$ is that of $F^2$ times $(r_</r_>)^2$, so $\rho$ is the average of $(r_</r_>)^2$ over a positive weight, and $0<\rho<1$. Then
\begin{equation}
B=\frac{(9-5\rho)F^2}{441}>0,\qquad C=\frac{35\rho F^2}{441}>0,\qquad \frac CB=\frac{35\rho}{9-5\rho},
\end{equation}
and $C/B$ rises with $\rho$ and stays below $35/4$. From (\ref{racah}) the heights of ${}^1D,{}^3P,{}^1G,{}^1S$ above ${}^3F$ are $5B+2C$, $15B$, $12B+2C$, $22B+7C$, all positive: the ground term is the one Hund's rules name. Also ${}^1S$ is highest, being $7B+7C$ above ${}^3P$, $10B+5C$ above ${}^1G$ and $17B+5C$ above ${}^1D$. For the middle three,
\begin{align}
E({}^1G)-E({}^1D)&=7B,\label{GD}\\
E({}^3P)-E({}^1D)&=10B-2C,\label{PD}\\
E({}^1G)-E({}^3P)&=2C-3B.\label{GP}
\end{align}
By (\ref{GD}), ${}^1D$ lies below ${}^1G$ whatever $C$ is, against the rule of highest $L$. By (\ref{PD}), ${}^1D$ lies below ${}^3P$, against the rule of highest spin, exactly when $C<5B$, that is $35\rho<45-25\rho$, or $\rho<3/4$. By (\ref{GP}), ${}^1G$ would lie below ${}^3P$ if $C<3B/2$, that is $70\rho<27-15\rho$, or $\rho<27/85$. A shared radial function cannot reach this. Put $r=e^s$ and $g(s)=\sqrt r\,u^2(r)$, and let $\hat g(\omega)$ be the Fourier transform of $g$. Then
\begin{align*}
F^k&=e^2\iint g(s_1)\,g(s_2)\,e^{-(k+1/2)|s_1-s_2|}\,ds_1ds_2\\
&=\frac{e^2}{2\pi}\int|\hat g(\omega)|^2\,\frac{2k+1}{(k+\frac12)^2+\omega^2}\,d\omega .
\end{align*}
The integrand for $k=4$ is that for $k=2$ times $\frac95\,(\frac{25}4+\omega^2)/(\frac{81}4+\omega^2)$, a factor that is least at $\omega=0$, where it equals $\frac59$. Hence $\rho>5/9$ and $C/B>25/8$, and ${}^3P$ always lies below ${}^1G$. Two orders are possible:
\begin{align*}
25B/8<C<5B:&\quad {}^3F<{}^1D<{}^3P<{}^1G<{}^1S,\\
C>5B:&\quad {}^3F<{}^3P<{}^1D<{}^1G<{}^1S.
\end{align*}
The second needs $\rho>3/4$, as in a narrow shell. In the limit of a thin shell, $\rho\to1$ and $C/B\to8.75$, both triplets are below all singlets, and (\ref{hund}) still fails through (\ref{GD}).

\noindent Q: But parallel spins keep electrons apart, and exchange lowers a triplet. How can a singlet be lower?

\noindent A: That argument compares a singlet and a triplet built on the same two orbitals, where only the sign of one exchange integral differs. The terms ${}^3P$ and ${}^1D$ are different superpositions of orbital pairs, so their energies differ by more than the sign of one exchange integral. On average your argument holds. Weighted by degeneracy, the triplets lie at $A+(-168+63)B/30=A-\frac72B$ and the singlets at $A+(35B+35C)/15=A+\frac73(B+C)$. But the singlets spread over more than twice the distance between these two averages, and the triplets over a range comparable to it, so single terms can be out of line with the averages.

The splittings within the groups are $15F_2-75F_4$ for the triplets and $7F_2-35F_4$, $17F_2+90F_4$ for ${}^1G$, ${}^1S$ above ${}^1D$. Since $F_4/F_2=\rho/9<1/9$, the $k=2$ part is the larger in each. The $k=4$ part still matters between the groups: $k=2$ alone would give ${}^3F<{}^1D<{}^1G<{}^3P<{}^1S$, and in $E({}^3P)-E({}^1D)=10F_2-120F_4$ the two parts compete. The $k=2$ part has a closed form. By the Wigner--Eckart theorem, $Y_{2q}$ within the $d$ shell is proportional to the rank-two tensor $Q_{ij}=S_{ij}-\frac13\delta_{ij}\mathbf l^2$, with $S_{ij}=\frac12(l_il_j+l_jl_i)$. The coefficient $f_2$ of $F_2$ is therefore proportional to the eigenvalue of $\sum Q^{(1)}_{ij}Q^{(2)}_{ij}$. The commutation rule gives $l_il_j=S_{ij}+\frac i2\epsilon_{ijk}l_k$. Products of a symmetric with an antisymmetric tensor sum to zero, and $\epsilon_{ijk}\epsilon_{ijn}=2\delta_{kn}$, so
\begin{equation}
(\mathbf l_1\cdot\mathbf l_2)^2=\sum l^{(1)}_il^{(1)}_jl^{(2)}_il^{(2)}_j=\sum S^{(1)}_{ij}S^{(2)}_{ij}-\tfrac12\,\mathbf l_1\cdot\mathbf l_2 .
\end{equation}
Removing the traces subtracts $\frac13\mathbf l_1^2\mathbf l_2^2=12$. With $X=2\,\mathbf l_1\cdot\mathbf l_2=L(L+1)-12$ the eigenvalue is $\frac14X(X+1)-12$. For $L=4$, $X=8$ and this is $6$, while $f_2=4$, so the factor is $\frac23$:
\begin{equation}
f_2(L)=\tfrac16X(X+1)-8 .
\end{equation}
For $L=0,\dots,4$, $X=-12,-10,-6,0,8$ and $f_2=14,7,-3,-8,4$, as found above. This is a parabola in $\mathbf l_1\cdot\mathbf l_2$, not a falling function of $L$, and $S$ enters only through $L+S$ even. In a classical picture the repulsion is least when the orbital planes are perpendicular (${}^3F$, $\mathbf l_1\cdot\mathbf l_2=0$) and large when they nearly coincide, in either sense of rotation. The term ${}^3P$, with $\mathbf l_1\cdot\mathbf l_2=-5$, and ${}^1G$, with $+4$, are closer to coplanar than ${}^1D$, with $-3$.

\section{A $3d$ orbital and Ti$^{2+}$}

\noindent Q: On which side of $5B$ does a $3d$ orbital fall?

\noindent A: Take the Slater form $u^2=Nr^6e^{-2\zeta r}$, $N=(2\zeta)^7/6!$. The regions $r_2<r_1$ and $r_1<r_2$ contribute equally. Put $r_2=yr_1$, $0<y<1$; the powers of $r_1$ add to $6+(6+k)+1-(k+1)=12$, and $\int_0^\infty r^{12}e^{-\beta r}dr=12!/\beta^{13}$ with $\beta=2\zeta(1+y)$:
\begin{equation}
F^k=2e^2\,\frac{(2\zeta)^{14}}{(6!)^2}\,\frac{12!}{(2\zeta)^{13}}\int_0^1\frac{y^{6+k}\,dy}{(1+y)^{13}}=3696\,\zeta e^2\int_0^{1/2}t^{6+k}(1-t)^{5-k}dt .
\end{equation}
Here $12!/(6!)^2=924$, and $t=y/(1+y)$, so that $1+y=1/(1-t)$ and $dy=dt/(1-t)^2$. Expanding $(1-t)^{5-k}$ and integrating term by term,
\begin{align*}
\frac{F^0}{\zeta e^2}&=\frac{3696}{4096}\left(\frac{32}{7}-10+\frac{80}{9}-4+\frac{10}{11}-\frac1{12}\right)=\frac{3696}{4096}\cdot\frac{793}{2772}=\frac{793}{3072},\\
\frac{F^2}{\zeta e^2}&=\frac{3696}{4096}\left(\frac89-\frac65+\frac6{11}-\frac1{12}\right)=\frac{3696}{4096}\cdot\frac{299}{1980}=\frac{2093}{15360},\\
\frac{F^4}{\zeta e^2}&=\frac{3696}{4096}\left(\frac2{11}-\frac1{12}\right)=\frac{3696}{4096}\cdot\frac{13}{132}=\frac{91}{1024}.
\end{align*}
Since $2093=91\cdot23$, $\rho=15/23=0.652$ and $C/B=525/132=175/44=3.977$, for every $\zeta$: the size of the orbital sets the scale, its shape sets the order. A Gaussian $d$ orbital gives numerically $\rho=0.692$ and $C/B=4.375$. Both shapes fall in the first of the two orders.

For numbers, choose $\zeta=1.8/a_0$, a value picked to bring the scale near your levels, with $a_0=\hbar^2/me^2=5.291772\times10^{-9}$ cm and $e^2/a_0=4.359745\times10^{-11}$ erg. Then $\zeta e^2=1.8\times4.359745\times10^{-11}=7.84754\times10^{-11}$ erg. Division by $hc=1.986446\times10^{-16}$ erg cm gives $395054$ cm$^{-1}$, and in cm$^{-1}$
\begin{align*}
F^2&=0.136263\times395054=53831, & F_2&=53831.3/49=1098.60,\\
F^4&=0.088867\times395054=35107, & F_4&=35107.4/441=79.61,\\
B&=1098.60-5\times79.61=700.6, & C&=35\times79.61=2786 .
\end{align*}
The heights above ${}^3F$, from the unrounded $B$ and $C$, are $9075$ for ${}^1D$, $10508$ for ${}^3P$, $13979$ for ${}^1G$ and $34916$ cm$^{-1}$ for ${}^1S$. The singlet ${}^1D$ is $1433$ cm$^{-1}$ below ${}^3P$. The size of these numbers comes from the choice of $\zeta$ and is not a prediction. A self-consistent $3d$ orbital of Ti$^{2+}$, optimized for ${}^3F$, gives $B\approx905$ and $C\approx3360$ cm$^{-1}$, $C/B=3.71$ (between the def2-SVP and def2-TZVP basis sets $B$ moves by $1$ and $C$ by $6$ cm$^{-1}$). The order is the same, but the heights are $24$ to $29$ percent larger than those just given; mixing with other configurations, absent from the model, lowers them.

As a second case choose $B=700$ and $C=2600$ cm$^{-1}$, to come near your observed levels. Then $C/B=3.714$, $F^4=441C/35=32760$, $F^2=49(B+C/7)=52500$ cm$^{-1}$, $\rho=0.624$, and
\begin{align*}
{}^1D&:\ 5\times700+2\times2600=8700\ \text{cm}^{-1}=1.079\ \text{eV},\\
{}^3P&:\ 15\times700=10500\ \text{cm}^{-1}=1.302\ \text{eV},\\
{}^1G&:\ 12\times700+2\times2600=13600\ \text{cm}^{-1}=1.686\ \text{eV},\\
{}^1S&:\ 22\times700+7\times2600=33600\ \text{cm}^{-1}=4.166\ \text{eV}.
\end{align*}
The pattern matches your observation: a single level first, the triplet second. The agreement in size is not a prediction, because $B$ and $C$ were chosen for it; two parameters place four terms only roughly. Observed levels are counted from the lowest level ${}^3F_2$, which the spin--orbit coupling of the next section puts $244$ cm$^{-1}$ below the unperturbed ${}^3F$; counted from there the model gives about $8930$, $10620$ to $10820$, $13850$ and $33850$ cm$^{-1}$, so ${}^1D$ and ${}^1S$ come out high and ${}^1G$ low. One misfit does not depend on $C$: the model fixes the ratio of ${}^1G-{}^1D$ to ${}^3P-{}^3F$ at $7/15$, here $4900$ cm$^{-1}$ for the first gap against about $5500$ in your values.

\section{Spin--orbit coupling and other limits}

\noindent Q: Could spin--orbit coupling undo the order?

\noindent A: Not if it is weak compared with the gaps between terms. Add $\xi W$ with $\xi>0$ and $W=\mathbf l_1\cdot\mathbf s_1+\mathbf l_2\cdot\mathbf s_2$. For one electron $\mathbf l\cdot\mathbf s=\frac12[j(j+1)-6-\frac34]$ is $+1$ for $j=\frac52$ and $-\frac32$ for $j=\frac32$, so the eigenvalues of $W$ lie between $-3$ and $2$. Every expectation value of the Hamiltonian then changes by an amount in $[-3\xi,2\xi]$. By the min--max principle the $n$th eigenvalue is the minimum, over $n$-dimensional subspaces, of the largest expectation value in the subspace, so it also moves by an amount in that interval; this is Weyl's inequality. Groups of levels more than $5\xi$ apart stay apart, with their counts of states unchanged. Choose $\xi=120$ cm$^{-1}$. Then $5\xi=600$ cm$^{-1}$ is below the smallest gap, $1800$ cm$^{-1}$ in the second case and $1433$ cm$^{-1}$ in the first.

Diagonalization for the second case agrees. Measured from the unperturbed ${}^3F$, its levels run from $-243.9$ to $178.9$ cm$^{-1}$, ${}^1D$ is a single level at $8687.7$, ${}^3P$ runs from $10376.3$ to $10576.1$, and ${}^1G$ and ${}^1S$ sit at $13601.1$ and $33603.7$. The least pure level is ${}^1D_2$, with weight $0.9910$ in its own term. It can mix only with other $J=2$ levels, and since ${}^3F$ keeps a weight of at least $0.9996$, its partner is mainly ${}^3P_2$.

\noindent Q: Where does your result stop holding?

\noindent A: When $\xi$ approaches the gaps, as in heavy ions, the terms mix strongly and $L$ and $S$ no longer label every level. A ligand field mixes terms of different $L$, and if it puts one $d$ orbital far enough below the others, both electrons pair in it and the ground state is a singlet. Mixing with other configurations, and different radial functions for different terms, shift the energies away from (\ref{racah}); fitted $B$ and $C$ absorb part of this and need not obey the bounds derived for $\rho$, and close to $C=5B$ the model cannot decide the order. In $d^3$ to $d^7$ some terms repeat and mix, and diagonal sums no longer suffice. What is proved is that for $d^2$ in this model the ground term is ${}^3F$ and the full order (\ref{hund}) is impossible. Other configurations are not treated here.

\noindent Q: And if we have slipped in the arithmetic?

\noindent A: The numerical check below tests it by other roads. It integrates the $c^k$ by quadrature and repeats the diagonal sums in exact algebra. It builds the $45\times45$ matrix, labels its states by $L^2$ and $S^2$, compares the energies with (\ref{racah}) for $\rho$ taken as a free number between $0$ and $1$, and finds the crossings at $C/B=5$ and $1.5$ by root search; the second lies outside the range a shared radial function allows. It diagonalizes the repulsion in a Gaussian $d$ shell with Coulomb integrals computed without any multipole expansion, evaluates the Slater integrals by double quadrature, and tests the spin--orbit bound.

\section*{Calculated quantities}
\begin{verbatim}
|m|: 7c2(m,m) = {2: -2, 1: 1, 0: 2}  21c4(m,m) = {2: 1, 1: -4, 0: 6}
(m,m'): (49c2^2, 441c4^2) = {(2, 1): (6, 5), (2, 0): (4, 15), (1, 0): (1, 30), (2, -1): (0, 35), (1, -1): (6, 40), (2, -2): (0, 70)}
traces (ML,MS): (1,1): 2*F0 - F_2 - 93*F_4 | (2,0): 3*F0 - 7*F_2 + 28*F_4 | (0,0): 5*F0 + 14*F_2 + 70*F_4
E(3F) = F0 - 8*F_2 - 9*F_4
E(1D) = F0 - 3*F_2 + 36*F_4
E(3P) = F0 + 7*F_2 - 84*F_4
E(1G) = F0 + 4*F_2 + F_4
E(1S) = F0 + 14*F_2 + 126*F_4
degeneracies: {'3F': 21, '1D': 5, '3P': 9, '1G': 9, '1S': 1}
crossing 1D=3P: F4/F2 = 0.750000, C/B = 5.000000
crossing 1G=3P: F4/F2 = 0.317647, C/B = 1.500000
thin shell F4/F2 -> 1: C/B -> 8.7500
Slater 3d: F0,F2,F4 / (zeta e^2) = 0.258138 0.136263 0.088867
Slater 3d: F4/F2 = 15/23 = 0.652174, C/B = 175/44 = 3.977273
Gaussian d: F4/F2 = 0.69231, C/B = 4.37500, order 3F 1D 3P 1G 1S
e = 4.803205e-10 statC, a0 = 5.291772e-09 cm, e^2/a0 = 4.359745e-11 erg, hc = 1.986446e-16 erg cm
(a) chosen zeta = 1.8/a0 = 3.40151e+08 1/cm, zeta e^2 = 7.84754e-11 erg = 395054.3 cm^-1
(a) F^0 = 2.02575e-11 erg = 101978.5 cm^-1
(a) F^2 = 1.06933e-11 erg = 53831.3 cm^-1
(a) F^4 = 6.97389e-12 erg = 35107.4 cm^-1
(a) F_2 = 1098.60, F_4 = 79.61, A = 98077.7, B = 700.6, C = 2786.3 cm^-1
(a) 3F above 3F: 0.0 cm^-1 = 0.0000 eV
(a) 1D above 3F: 9075.4 cm^-1 = 1.1252 eV
(a) 3P above 3F: 10508.3 cm^-1 = 1.3029 eV
(a) 1G above 3F: 13979.3 cm^-1 = 1.7332 eV
(a) 1S above 3F: 34916.3 cm^-1 = 4.3291 eV
(a) 3P-1D = 1433.0, 1G-1D = 4903.9, 1G-3P = 3470.9 cm^-1
(b) chosen B = 700, C = 2600, xi = 120 cm^-1, C/B = 3.7143
(b) F^2 = 52500, F^4 = 32760 cm^-1, F4/F2 = 0.6240
(b) 3F above 3F: 0.0 cm^-1 = 0.0000 eV
(b) 1D above 3F: 8700.0 cm^-1 = 1.0787 eV
(b) 3P above 3F: 10500.0 cm^-1 = 1.3018 eV
(b) 1G above 3F: 13600.0 cm^-1 = 1.6862 eV
(b) 1S above 3F: 33600.0 cm^-1 = 4.1659 eV
(b) 3P-1D = 1800.0, 1G-1D = 4900.0, 1G-3P = 3100.0 cm^-1
(b) Weyl: shifts lie in [-360, 240] cm^-1, 5 xi = 600 cm^-1
(b) with xi, 3F levels: -243.9 to 178.9 cm^-1, min weight 0.9996
(b) with xi, 1D levels: 8687.7 to 8687.7 cm^-1, min weight 0.9910
(b) with xi, 3P levels: 10376.3 to 10576.1 cm^-1, min weight 0.9915
(b) with xi, 1G levels: 13601.1 to 13601.1 cm^-1, min weight 0.9999
(b) with xi, 1S levels: 33603.7 to 33603.7 cm^-1, min weight 0.9998
rough observed sizes for Ti2+ (not computed): 1D ~8.5, 3P ~11, 1G ~14, 1S ~32, in 10^3 cm^-1
\end{verbatim}
